\section*{Radiative damping of a precessing magnetic film on a matched waveguide}

\section{A linewidth that depends on sample length}

Cut one magnetic film into pieces of different length, all short compared with the wavelength on a given waveguide, lay each on that waveguide, and measure the ferromagnetic resonance linewidth. If the whole width is ascribed to the material, the longer piece appears to have the larger damping constant. Nothing in the material has changed. The precessing magnetization induces a voltage in the line, the line carries power away, and the loss grows with the length of film that feeds it.

For the film treated below, magnetized along its normal, this loss adds about $2.7\times10^{-4}$ to an intrinsic damping of $6\times10^{-3}$, an error of 4.5 percent of the intrinsic value if it is overlooked. With the same geometry and magnetization but an intrinsic damping of $5\times10^{-4}$, the error would be about half of the quantity sought. The size of the radiative part is therefore needed before a linewidth can be read as a property of the film.

\section{The film, the line and the field between them}

A film strip of thickness $\delta$, length $l$ and width $w$ lies at height $d$ above the centre conductor of a waveguide, which also has width $w$. The axis $x$ runs along the line, $y$ across it and $z$ along the film normal. The line has real characteristic impedance $Z_0$ and is matched at both ends. The film is long compared with $w$, so that end fields are neglected, but short compared with the guided wavelength. Its magnetization, of magnitude $M_s$, precesses uniformly at a small angle. SI units are used, and $\gamma>0$.

Let a current $I$ be spread uniformly over the conductor, with its positive sense chosen so that $h_y>0$ at the film. Ground currents are neglected here. A filament of width $dy'$ carries $I\,dy'/w$, and the $y$ component of its field gives
\begin{align}
h_y(y)&=\frac{I}{2\pi w}\int_{-w/2}^{w/2}\frac{d\;dy'}{(y-y')^2+d^2}\\
&=\frac{I}{2\pi w}\left[\arctan\frac{w/2+y}{d}+\arctan\frac{w/2-y}{d}\right].
\end{align}
The two terms have equal averages over the film width. With $s=w/2+y$,
\begin{align}
\langle h_y\rangle&=\frac{I}{\pi w^2}\int_0^w\arctan\frac{s}{d}\,ds=\frac{\kappa I}{w},\\
\kappa&=\frac1\pi\left[\arctan\frac wd-\frac{d}{2w}\ln\left(1+\frac{w^2}{d^2}\right)\right].\label{kappa}
\end{align}
As $d/w\to0$, $\kappa\to1/2$: half of the field circulation around the conductor lies on the film's side.

The same number fixes the flux that the film sends through the line. Picture a magnetic moment as a small loop with current $i$ and area vector $\mathbf a$. Neumann's formula for mutual inductance is symmetric in the two circuits, so one coefficient $M$ serves both ways. The line sends flux $MI=\mu_0\mathbf h\cdot\mathbf a$ through the loop, and the loop sends $Mi=\mu_0\mathbf h\cdot(i\mathbf a)/I$ through the line. Summing over the moments of the film gives
\begin{equation}
\Phi=\frac{\mu_0}{I}\int\mathbf h\cdot\mathbf m\,dV
=\mu_0\frac{\kappa}{w}m_y\,\delta lw=\mu_0\kappa\delta l\,m_y .\label{flux}
\end{equation}
The strip's $h_z$ is odd in $y$, so a uniform $m_z$ links no net flux; the strip has no $h_x$. As a test of reciprocity, the flux was also integrated from the magnetic charges on the film's two long edges. At $d/w=0.3$ it agreed with $\kappa$ from (\ref{kappa}) within a relative difference of $10^{-8}$.

\section{First derivation: balance of energy}

\subsection{Power delivered to the line}

The film inserts the emf $V=-d\Phi/dt$ in series with the line. Each matched side presents the resistance $Z_0$, so the current is $I=V/(2Z_0)$ and the total instantaneous power is $V^2/(2Z_0)$, half of it leaving in each direction. For precession at angular frequency $\omega$ the emf amplitude is $\omega\mu_0\kappa\delta l|m_y|$. Averaging over a period adds a factor $1/2$:
\begin{equation}
P=\frac{|V|^2}{4Z_0}=\frac{\mu_0^2\kappa^2\delta^2l^2\omega^2|m_y|^2}{4Z_0}.\label{power}
\end{equation}

\subsection{Energy stored in the precession}

Consider first a film magnetized in its plane along $x$ by a field $H$. Its energy density is $-\mu_0HM_x+\mu_0m_z^2/2$, the second term being the demagnetizing energy of a thin film. To second order $M_x=M_s-(m_y^2+m_z^2)/(2M_s)$, so the energy above equilibrium is
\begin{equation}
\varepsilon=\frac{\mu_0}{2M_s}\left[Hm_y^2+(H+M_s)m_z^2\right].
\end{equation}
For a film magnetized along its normal, the density is $-\mu_0HM_z+\mu_0M_z^2/2$. Here $M_z=M_s-(m_x^2+m_y^2)/(2M_s)$ and $M_z^2=M_s^2-m_x^2-m_y^2$, which gives
\begin{equation}
\varepsilon=\frac{\mu_0(H-M_s)}{2M_s}(m_x^2+m_y^2).
\end{equation}
Both cases have the form
\begin{equation}
\varepsilon=\frac{\mu_0}{2M_s}(H_ym_y^2+H_2m_2^2),\label{energy}
\end{equation}
where $m_2$ is the component that does not couple to the line. In-plane, $m_2=m_z$, $H_y=H$ and $H_2=H+M_s$. In the perpendicular case $m_2=-m_x$ and $H_y=H_2=H-M_s$. The sign makes $\hat{\mathbf y}$, $\hat{\mathbf e}_2$ and the equilibrium direction a right-handed set in both cases.

The equation of motion is $\dot{\mathbf M}=-\gamma\mu_0\mathbf M\times\mathbf H_{\rm eff}$. The restoring fields are $-H_ym_y/M_s$ and $-H_2m_2/M_s$. With a further small field $(h_y,h_2)$, the linear equations are
\begin{align}
\dot m_y&=-\gamma\mu_0(H_2m_2-M_sh_2),\label{eomy}\\
\dot m_2&=\gamma\mu_0(H_ym_y-M_sh_y).\label{eom2}
\end{align}
Without the extra field, eliminating $m_2$ gives $\omega=\gamma\mu_0\sqrt{H_yH_2}$. When $m_y$ is at its maximum, $\dot m_y=0$ and hence $m_2=0$. The stored energy is then
\begin{equation}
E=\frac{\mu_0H_y|m_y|^2}{2M_s}\,\delta lw.\label{stored}
\end{equation}
When $m_2$ is at its maximum, $m_y=0$; equality of the two energies gives $|m_2|^2=|m_y|^2H_y/H_2$.

\subsection{What a Gilbert constant would do}

To express the loss as a damping constant, one needs the energy decay that Gilbert damping produces. Solve (\ref{eomy}) and (\ref{eom2}) for $H_2m_2$ and $H_ym_y$, and insert them in the time derivative of (\ref{energy}):
\begin{align}
\dot\varepsilon&=\frac{\mu_0}{M_s}\left[\left(\frac{\dot m_2}{\gamma\mu_0}+M_sh_y\right)\dot m_y+\left(M_sh_2-\frac{\dot m_y}{\gamma\mu_0}\right)\dot m_2\right]\nonumber\\
&=\mu_0(h_y\dot m_y+h_2\dot m_2).\label{work}
\end{align}
The Gilbert torque $(\alpha/M_s)\mathbf M\times\dot{\mathbf M}$ is that of a field $-\alpha\dot{\mathbf m}/(\gamma\mu_0M_s)$. By (\ref{work}) its mean loss per volume is
\begin{equation}
\frac{\alpha}{\gamma M_s}\langle\dot m_y^2+\dot m_2^2\rangle
=\frac{\alpha\omega^2|m_y|^2}{2\gamma M_s}\,\frac{H_y+H_2}{H_2}.
\end{equation}
Division by the density $\mu_0H_y|m_y|^2/(2M_s)$, with $\omega^2=\gamma^2\mu_0^2H_yH_2$, gives the energy decay rate
\begin{equation}
\Gamma=\alpha\gamma\mu_0(H_y+H_2).\label{gilbert}
\end{equation}
For circular precession this is $2\alpha\omega$.

\subsection{Equating the two rates}

If radiation is the sole loss, $\Gamma=P/E$. From (\ref{power}) and (\ref{stored}),
\begin{equation}
\frac PE=\frac{\mu_0\kappa^2\delta lM_s\omega^2}{2Z_0wH_y}
=\frac{\gamma^2\mu_0^3\kappa^2\delta lM_sH_2}{2Z_0w}.
\end{equation}
The amplitude has cancelled, and $\omega^2$ has removed $H_y$. Equating this to (\ref{gilbert}) yields
\begin{equation}
\alpha_{\rm rad}=b\,\frac{H_2}{H_y+H_2},\qquad
b=\frac{\kappa^2\gamma\mu_0^2M_s\delta l}{2Z_0w}.\label{result}
\end{equation}
For perpendicular magnetization the fraction is $1/2$:
\begin{equation}
\alpha_{\rm rad}^{\perp}=\frac{\kappa^2\gamma\mu_0^2M_s\delta l}{4Z_0w}
\;\longrightarrow\;\frac{\gamma\mu_0^2M_s\delta l}{16Z_0w}\quad(\kappa=1/2).
\end{equation}
This is independent of frequency: the emf grows as $\omega$ and the power as $\omega^2$, while the stored energy and the Gilbert rate each bring one factor $\omega$. In-plane, the fraction runs from near 1 for $H\ll M_s$ to $1/2$ for $H\gg M_s$. At low field the precession is flattened into the film plane, so most of the motion is in the component that radiates. The in-plane $\alpha_{\rm rad}$ is thus an equivalent Gilbert value that varies with bias field.

\section{Second derivation: the field of the induced current}

The induced current must act back on the magnetization. From (\ref{flux}), $I=-\mu_0\kappa\delta l\,\dot m_y/(2Z_0)$, and this current produces at the film the mean field
\begin{equation}
h_y^{\rm r}=\frac{\kappa I}{w}=-\frac{\mu_0\kappa^2\delta l}{2Z_0w}\dot m_y
=-\frac{b}{\gamma\mu_0M_s}\dot m_y.\label{reaction}
\end{equation}
It has the form of a Gilbert field with coefficient $b$, acting on one component alone. Its work rate on the whole film is $\mu_0h_y^{\rm r}\dot m_y\delta lw=I\dot\Phi=-2Z_0I^2$. The magnetization loses energy at the rate at which the two sides of the line take it up, at each instant and not merely on average. The waves become heat later, when they reach the terminations.

\subsection{Free decay}

Include an intrinsic damping $\alpha_i$ and write $\Omega_y=\gamma\mu_0H_y$, $\Omega_2=\gamma\mu_0H_2$. Equations (\ref{eomy}) and (\ref{eom2}) become
\begin{align}
\dot m_y&=-\Omega_2m_2-\alpha_i\dot m_2,\\
\dot m_2&=\Omega_ym_y+(\alpha_i+b)\dot m_y.
\end{align}
For solutions proportional to $e^{st}$, eliminating $m_2$ gives
\begin{equation}
s^2+(\Omega_2+\alpha_is)\left[\Omega_y+(\alpha_i+b)s\right]=0.
\end{equation}
To first order in the small numbers $\alpha_i$ and $b$,
\begin{equation}
s^2+\left[\alpha_i(\Omega_y+\Omega_2)+b\Omega_2\right]s+\Omega_y\Omega_2=0.
\end{equation}
The amplitude decays at half the bracket and the energy at the full bracket. Comparison with (\ref{gilbert}) shows that the total damping is $\alpha_i+b\Omega_2/(\Omega_y+\Omega_2)$, which is (\ref{result}) once more, now with its additivity derived.

The full nonlinear equation of motion was integrated together with the circuit current, with $\alpha_i=0$, for 40 periods from a tilt of 0.02 rad. The film was that of Section 6. The ratio of the computed decay rate to the derived one was 1.001 and 1.003 for the perpendicular film at 10 and 5 GHz, and 1.000 for the in-plane film at 10 GHz.

\subsection{Driven line and linewidth}

In a transmission measurement the film is a series impedance. If $m_y=\chi h_y$ and $h_y=\kappa I/w$, the voltage drop $i\omega\Phi$ for time dependence $e^{i\omega t}$ gives
\begin{equation}
Z=\frac{i\omega\mu_0\kappa^2\delta l}{w}\chi,\qquad
\frac{Z}{2Z_0}=\frac{i\omega b}{\gamma\mu_0M_s}\chi.
\end{equation}
An incident wave of voltage $V_+$ acts as a source $2V_+$ behind $Z_0$. The transmitted voltage is $2V_+Z_0/(2Z_0+Z)$, so $1-S_{21}=Z/(2Z_0+Z)$.

For the susceptibility, (\ref{eomy}) with intrinsic damping gives $m_2=-i\omega m_y/(\Omega_2+i\omega\alpha_i)$. Substitution in (\ref{eom2}) then yields
\begin{equation}
\chi=\frac{\gamma\mu_0M_s(\Omega_2+i\omega\alpha_i)}{(\Omega_y+i\omega\alpha_i)(\Omega_2+i\omega\alpha_i)-\omega^2}.
\end{equation}
Insert this in $1-S_{21}$, clear the common denominator and keep first order in the damping:
\begin{equation}
1-S_{21}\simeq\frac{i\omega b\,\Omega_2}{\Omega_y\Omega_2-\omega^2+i\omega(\alpha_i+\alpha_{\rm rad})(\Omega_y+\Omega_2)}.
\end{equation}
A change of the bias induction by $\Delta B$ shifts both $\Omega_y$ and $\Omega_2$ by $\gamma\Delta B$. Near resonance the real part of the denominator is therefore $(\Omega_y+\Omega_2)\gamma\Delta B$. The quantity $|1-S_{21}|^2$ falls to half its peak when real and imaginary parts are equal, so its full width in induction is
\begin{equation}
\Delta B_{\rm FWHM}=\frac{2\omega}{\gamma}(\alpha_i+\alpha_{\rm rad}).\label{width}
\end{equation}
At the peak, $b\Omega_2=\alpha_{\rm rad}(\Omega_y+\Omega_2)$ gives
\begin{equation}
|1-S_{21}|_{\rm peak}=\frac{\alpha_{\rm rad}}{\alpha_i+\alpha_{\rm rad}}.\label{peak}
\end{equation}
The coupling that makes the signal visible also broadens it. Within this model, width and peak height together separate the two dampings.

\section{What each derivation assumes}

Both derivations take uniform small-angle precession, a field coupling described by one number $\kappa$, and a short film. They differ in what they take for granted about the loss.

The energy balance does not need the field with which the induced current acts back on the magnetization. It needs damping weak enough for $E$ to be nearly constant over a period, and it must count all the power, in both directions. It yields a decay rate; that this rate adds to the intrinsic one and appears in a driven linewidth requires a further argument.

The reaction-field derivation needs the circuit response itself, and in return supplies additivity, linewidth and signal height. It also extends to other terminations. If the impedance around the loop is $Z_t$ in place of $2Z_0$, then $b$ is replaced by $2Z_0b/Z_t$. The real part of $1/Z_t$ damps and its imaginary part shifts the resonance. In the limit of a very short film, a short circuit right beside it on one side leaves $Z_t=Z_0$ and doubles the radiative damping; an open circuit there stops the current and removes the radiative damping.

At finite length these two cases change sooner than the matched one. Let $k$ be the wavenumber of the line. The wave reflected at the nearby end adds to the direct one, so an element at distance $x$ from that end contributes in proportion to $\cos kx$ for a short circuit and $\sin kx$ for an open one. For uniform phase, the power relative to a very short film on a matched line is then $2[\sin(kl)/(kl)]^2$ or $2[(1-\cos kl)/(kl)]^2$. For the 2 mm film of Section 6 these are 1.48 and 0.38, not 2 and 0.

The short-film assumption can be relaxed in the energy balance. On a line matched at both ends, elements of a film precessing in phase launch waves that reach either end with different delays, and the average phase factor multiplies the power by
\begin{equation}
\left|\frac1l\int_0^le^{ikx}dx\right|^2=\left[\frac{\sin(kl/2)}{kl/2}\right]^2.
\end{equation}
If instead the precession phase follows a wave travelling forward, the forward contributions add in phase and the backward ones carry $e^{-2ikx}$. The factor is then $\{1+[\sin(kl)/(kl)]^2\}/2$. Solving a discretized matched line at 10 GHz for films of 0.01, 2 and 6 mm reproduced both factors within 0.001. They hold for a prescribed phase pattern; a long film need not keep its pattern as it decays.

\section{A film at 10 GHz}

Take $\mu_0M_s=1$ T, $\gamma=1.847\times10^{11}$ rad/(s T), $\delta=50$ nm, $l=2$ mm, $w=100$ $\mu$m, $d=1$ $\mu$m, $Z_0=50$ $\Omega$ and $\alpha_i=0.006$. Equation (\ref{kappa}) gives $\kappa=0.482$, and
\begin{equation}
\alpha_{\rm rad}^{\perp}=\frac{0.482^2(1.847\times10^{11})(4\pi\times10^{-7})(1)(10^{-10})}{4(50)(10^{-4})}
\simeq2.7\times10^{-4},
\end{equation}
where $10^{-10}$ m$^2$ is $\delta l$. In-plane resonance lies at $\mu_0H=0.105$ T, so the fraction in (\ref{result}) is $1.105/1.210=0.913$ and $\alpha_{\rm rad}=4.9\times10^{-4}$.

For a perpendicular film with a cone angle of $1^\circ$, the emf amplitude is 53 mV and the power $(0.053)^2/200$ W $\simeq14$ $\mu$W. The stored energy is 0.41 pJ, so radiation alone would drain it with a time constant of $0.41\,{\rm pJ}/14\,\mu{\rm W}\simeq29$ ns.

With $\omega/\gamma=340$ mT, (\ref{width}) predicts a radiative width of $2(340)(2.7\times10^{-4})=0.18$ mT. The full susceptibility, without the first-order approximation, gives a total of 4.27 mT against 4.08 mT without radiation, a difference of 0.18 mT before rounding. In-plane, radiation adds 0.34 mT. The peak values of $|1-S_{21}|$, 0.043 and 0.076, agree with (\ref{peak}). The remaining values are in the numerical output.

These parameters are rough values for a soft nickel-iron film on a coplanar line, and the idealizations listed here matter at the level of ten percent. A larger correction, from the conductivity of the film, follows the list.
\begin{itemize}
\item \emph{Length.} For a guided wavelength of 13.4 mm, the power falls by 7 percent for uniform phase and 13 percent for travelling phase. In a transmission measurement the precession follows the incident wave, so the second figure applies: the radiative width drops to 0.16 mT while the peak height stays at 0.043, and (\ref{width}) with (\ref{peak}) then overestimates the radiative part of the width by about 15 percent.
\item \emph{Current distribution.} The field of a thin, perfectly conducting coplanar line with 50 $\mu$m slots and wide grounds gives $\kappa=0.45$. This lowers $\alpha_{\rm rad}^\perp$ by 12 percent, to $2.4\times10^{-4}$.
\item \emph{Edges.} In the film magnetized along its normal, at distance $s$ from an edge, with $\delta\ll s\ll w$, the missing surface charge raises the internal normal induction by $\mu_0M_s\delta/(2\pi s)$. In zones of 3.4 $\mu$m at each edge, 7 percent of the width in all, this static field differs from its value at the centre by more than half a linewidth. Together with the dipolar field of the precessing moments, it spreads the response over several modes across the width. For this strip, with an exchange stiffness of 13 pJ/m, the width without radiation becomes about 4.36 mT instead of 4.08 mT, and 4.26 mT in-plane. The radiative increments stay near 0.18 and 0.34 mT, but in the perpendicular case this broadening is larger than the radiative part, so removing radiation alone does not yield the intrinsic damping.
\end{itemize}

A metallic film also has eddy currents of its own. Take perpendicular magnetization, circular precession of amplitude $m$, and no reaction field outside the film. Faraday's law then gives a rotating electric field of magnitude $E(z)=\mu_0\omega mz$ at distance $z$ from the mid-plane. The average of $z^2$ over the thickness is $\delta^2/12$, so with conductivity $\sigma$ the mean loss density is $\sigma\mu_0^2\omega^2m^2\delta^2/12$. Equating it to the Gilbert loss $\alpha\omega^2m^2/(\gamma M_s)$ gives $\alpha_{\rm eddy}=\gamma\mu_0^2M_s\sigma\delta^2/12$. For $\sigma=4$ MS/m this is $1.9\times10^{-4}$, comparable with the radiative term. This part does not depend on $l$, but it assumes that no net current flows along the film.

Close to the conductor that assumption can fail. The emf $V$ also acts around the loop formed by conductor and film, which is closed by the capacitance between them. Let the film have resistance $R=l/(\sigma\delta w)$ and, across an air gap with $d\ll w$, capacitance $C=\varepsilon_0wl/d$ to the conductor. With the inductance of this loop neglected, the voltage $u$ between film and conductor obeys $u''=i\omega RC\,u/l^2$. The film current vanishes at both ends, where $u'=-V/l$. Solving for the mean film current gives the loss
\begin{equation}
P_{\rm film}=\frac{|V|^2}{2R}\,{\rm Re}\left(1-\frac{\tanh q}{q}\right),\qquad q=\frac12\sqrt{i\omega RC}.
\end{equation}
Here $R=100$ $\Omega$ and $1/(\omega C)=9$ $\Omega$, so $P_{\rm film}$ is about 45 percent of the radiated power and adds about $1.2\times10^{-4}$ to the damping. For short films this share grows steeply with length: it is below 2 percent at 0.5 mm and 12 percent at 1 mm, then levels off at 46 percent at 3 mm and falls to 39 percent at 4 mm. These figures are for an air gap; a spacer of relative permittivity 3.5 raises the share to 19 percent at 0.5 mm and 77 percent at 2 mm. A series of different lengths therefore separates radiation from eddy currents only if the films are short enough, or far enough from the conductor, for this current to be negligible.

The model also assumes that the film ends at the conductor edges. In a wider film the precession can spread sideways. If the precessing width grew by 20 percent without adding linked flux, $E$ would grow by 20 percent at fixed $P$, and $\alpha_{\rm rad}$ would fall by 17 percent. For such a film the mode profile must be known before (\ref{result}) can be used to correct a measured linewidth.

\section*{Table of computed values}
\begin{verbatim}
saturation induction mu0*Ms: 1 T
g factor: 2.1
gamma: 1.847e+11 rad/(s T)
film thickness: 50 nm
film length: 2 mm
film and strip width: 100 um
film height above strip: 1 um
line impedance: 50 ohm
frequency: 10 GHz
intrinsic damping: 0.006
field factor kappa, uniform current: 0.4822
omega/gamma: 340.2 mT
bias, perpendicular: 1.34 T
bias, in-plane: 0.1048 T
cone angle: 1 deg
emf amplitude: 52.87 mV
mean radiated power: 13.98 uW
stored energy: 0.4124 pJ
energy decay time, radiation only: 29.5 ns
alpha_rad, perpendicular: 0.0002698
alpha_rad, perpendicular, kappa = 1/2: 0.0002901
alpha_rad, in-plane: 0.0004928
alpha_rad/alpha_int, perpendicular: 0.04496
full linewidth, perpendicular: 4.266 mT
linewidth without radiation, perpendicular: 4.083 mT
radiative part of linewidth, perpendicular: 0.1836 mT
peak |1-S21|, perpendicular: 0.04303
full linewidth, in-plane: 4.418 mT
linewidth without radiation, in-plane: 4.083 mT
radiative part of linewidth, in-plane: 0.3353 mT
peak |1-S21|, in-plane: 0.0759
simulated/derived decay rate, perp 10 GHz: 1.00127
resistor heat/lost energy, perp 10 GHz: 1.000000
simulated/derived decay rate, perp 5 GHz: 1.00260
resistor heat/lost energy, perp 5 GHz: 1.000000
simulated/derived decay rate, in-plane 10 GHz: 0.99992
resistor heat/lost energy, in-plane 10 GHz: 1.000000
effective permittivity of line: 5
guided wavelength: 13.41 mm
power factor, uniform phase: 0.9289
power factor, travelling phase: 0.8697
slot width of coplanar line: 50 um
kappa, coplanar current distribution: 0.4515
alpha_rad, perp, coplanar kappa: 0.0002366
film conductivity: 4 MS/m
eddy-current damping, perpendicular: 0.0001934
film/strip current ratio, estimate: 0.016
detuned edge zone, each side: 3.36 um
detuned fraction of width: 0.0672
\end{verbatim}
